# Quadratic Band Touching and the 1/q Static Permittivity in RPA

**Q:** I need an electronic dielectric constant for a large charged supercell of a semiconductor whose valence and conduction bands touch quadratically. You say that none exists in the random-phase approximation (RPA). A vanishing gap gives small denominators, but the phase space near one point in three dimensions is also small. Why should anything diverge?

**A:** Phase space alone does not decide it. We need the transition strengths as well, so let us start from the response. I use Hartree atomic units: \(\hbar=m_e=e=1\), with masses in units of \(m_e\). The crystal is clean, undoped and at zero temperature, with the Fermi level at the touching point. The nuclei are fixed.

Let the total potential energy of an electron contain \(w_q e^{i\mathbf q\cdot\mathbf r}\) and its complex conjugate. To first order, a filled state \(v\mathbf k\) acquires an empty state \(c,\mathbf k+\mathbf q\) with amplitude

\[
-\,w_q\frac{\langle c,\mathbf k+\mathbf q|e^{i\mathbf q\cdot\mathbf r}|v\mathbf k\rangle}{E_c(\mathbf k+\mathbf q)-E_v(\mathbf k)} .
\]

The conjugate potential mixes in \(c,\mathbf k-\mathbf q\). Both admixtures contribute to the density at \(\mathbf q\). Near the touching the Hamiltonian is even in \(\mathbf k\), so \(\mathbf k\to-\mathbf k\) makes the two contributions equal. Hence \(n_q=-\Pi(q)w_q\), with

\[
\Pi(\mathbf q)=2\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{\mathrm{Tr}[P_v(\mathbf k)P_c(\mathbf k+\mathbf q)]}
{E_c(\mathbf k+\mathbf q)-E_v(\mathbf k)} .
\]

\(P_v\) and \(P_c\) project on the filled and empty states, spin included. The factor 2 counts the two admixtures. The induced density adds \(4\pi n_q/q^2\) to the external potential energy, so \(w_q=w_q^{\rm ext}-4\pi\Pi w_q/q^2\) and

\[
\epsilon(\mathbf q)=\frac{w_q^{\rm ext}}{w_q}=1+\frac{4\pi}{q^2}\Pi(\mathbf q).
\]

A finite constant requires \(\Pi\propto q^2\). The question is whether the touching gives a lower power.

**Q:** Orthogonality makes the overlap amplitude between the two bands proportional to \(q\). That supplies your \(q^2\).

**A:** It does at fixed \(\mathbf k\), but the coefficient can grow near the touching. Write the leading Hamiltonian as \(H=k^2h(\hat{\mathbf k})\), where \(h\) has positive and negative levels separated by a gap in every direction. Its eigenvectors depend on direction alone. A displacement \(q\) turns the direction by an angle of order \(q/k\), so the squared overlap is of order \(q^2/k^2\), and not \(q^2\) times a bounded number.

Set \(\mathbf k=q\mathbf x\). The volume gives \(q^3\), the energy denominator gives \(q^{-2}\), and the overlap depends on \(\mathbf x\) only. Therefore

\[
\Pi(\mathbf q)=C(\hat{\mathbf q})\,q,
\]

provided the integral over \(\mathbf x\) converges. At large \(x\) the integrand behaves as \(x^2dx\,x^{-2}x^{-2}\), which is integrable. At small \(x\) the overlap is bounded and the denominator stays positive, because \(\mathbf k\) and \(\mathbf k+\mathbf q\) cannot vanish together. Then \(\epsilon\) contains \(4\pi C/q\).

**Q:** Unless \(C=0\). Two parabolas can touch without their states knowing about each other.

**A:** That objection is right, and it restricts the claim. The integrand is nonnegative, so \(C=0\) requires \(P_v(\hat{\mathbf k})P_c(\hat{\mathbf p})=0\) for every pair \(\mathbf k\), \(\mathbf p=\mathbf k+\mathbf q\). The number of filled bands is the same in all directions, so this forces \(P_v(\hat{\mathbf k})=P_v(\hat{\mathbf p})\).

In a half-plane bounded by the \(\mathbf q\) axis, any two directions can be such a pair: the one closer to \(\hat{\mathbf q}\) belongs to \(\mathbf p\). Thus \(P_v\) is constant on each half-plane. All half-planes meet at \(\hat{\mathbf q}\), so by continuity it is constant everywhere. Conversely, a constant projector gives \(C=0\). The condition for the \(1/q\) term is therefore that the filled-state projector depends on direction.

A counterexample shows the difference. For the two-band Hamiltonian

\[
H=\tfrac12k^2\sigma_z+\tfrac12k^2k_z\sigma_x
\]

the leading projector is constant. The eigenvectors rotate by half of \(\arctan k_z\), so their squared overlap is at most \(q^2/4\), and the contribution to \(\epsilon\) stays finite. With \(\mathbf q\) along \(z\) and momenta cut off at 1 bohr\(^{-1}\), direct summation gives 0.260 at \(q=0.01\) and 0.262 at \(q=0.001\) bohr\(^{-1}\). A \(1/q\) term would have raised it tenfold.

**Q:** Then show me a Hamiltonian that does meet the condition, and calculate its overlap.

**A:** Take the isotropic four-state Luttinger model, with spin-3/2 matrices \(\mathbf J\):

\[
H=k^2\left[\tfrac12(b-a)+\tfrac12(b+a)Q(\hat{\mathbf k})\right],\qquad
Q=\tfrac54-(\hat{\mathbf k}\cdot\mathbf J)^2,
\]

where \(a=1/(2m_v)\) and \(b=1/(2m_c)\). For spin projections \(\pm\frac12\) along \(\mathbf k\), \(Q=1\) and \(E_c=bk^2\). For \(\pm\frac32\), \(Q=-1\) and \(E_v=-ak^2\). Both masses are counted positive.

The projectors are \(P_c=(1+Q)/2\) and \(P_v=(1-Q)/2\). Since \(\mathrm{Tr}\,Q=0\),

\[
\mathrm{Tr}[P_v(\mathbf k)P_c(\mathbf p)]
=\tfrac14\{4-\mathrm{Tr}[Q(\hat{\mathbf k})Q(\hat{\mathbf p})]\}.
\]

Quantize spin along \(\hat{\mathbf k}\), and let \(\theta\) be the angle to \(\hat{\mathbf p}\). The diagonal elements of \((\hat{\mathbf p}\cdot\mathbf J)^2\) are \(m^2\cos^2\theta+\frac12(\frac{15}{4}-m^2)\sin^2\theta\), because the mixed product has no diagonal part. Weighting them with \(-Q\), and again using \(\mathrm{Tr}\,Q=0\), gives

\[
\begin{aligned}
\mathrm{Tr}[QQ']&=2\left(\tfrac94\cos^2\theta+\tfrac34\sin^2\theta\right)
-2\left(\tfrac14\cos^2\theta+\tfrac74\sin^2\theta\right)\\
&=4\cos^2\theta-2\sin^2\theta=4-6\sin^2\theta .
\end{aligned}
\]

The interband trace is therefore \(\frac32\sin^2\theta\). It depends on direction, as required.

**Q:** A positive coefficient could still be negligible. Can you do the integral for unequal masses?

**A:** Yes. Measure momenta in units of \(q\), and let \(u=\hat{\mathbf k}\cdot\hat{\mathbf q}\). Then \(p^2=k^2+2ku+1\) and \(\sin^2\theta=(1-u^2)/p^2\), so

\[
\Pi=\frac{3q}{8\pi^3}I,\qquad
I=2\pi\int_0^\infty\! k^2dk\int_{-1}^{1}\!du\,
\frac{1-u^2}{p^2(ak^2+bp^2)} .
\]

Separate the denominators:

\[
\frac1{p^2(ak^2+bp^2)}=\frac1{ak^2}
\left[\frac1{p^2}-\frac{b}{ak^2+bp^2}\right].
\]

With \(r=a/b=m_c/m_v\), the last fraction is \(1/[(1+r)k^2+2ku+1]\). Both terms are cases of

\[
F(A)=\int_{-1}^{1}\!du\,(1-u^2)\int_0^\infty\!\frac{dk}{Ak^2+2uk+1},
\qquad I=\frac{2\pi}{a}[F(1)-F(1+r)].
\]

The integrand is unchanged by \((k,u)\to(-k,-u)\), so \(F\) is half the integral over the whole \(k\) line. Completing the square gives \(\pi/\sqrt{A-u^2}\) for that line integral. Let \(s=\arcsin(1/\sqrt A)\). The two integrals needed are

\[
\int_{-1}^{1}\!\frac{du}{\sqrt{A-u^2}}=2s,\qquad
\int_{-1}^{1}\!\sqrt{A-u^2}\,du=\sqrt{A-1}+As .
\]

Writing \(1-u^2=(1-A)+(A-u^2)\) then gives

\[
F(A)=\frac\pi2\left[(2-A)s+\sqrt{A-1}\right].
\]

For \(A=1\) this is \(\pi^2/4\). For \(A=1+r\), \(s=\arctan(1/\sqrt r)=\pi/2-\arctan\sqrt r\). Hence

\[
I=\frac{\pi^2}{a}\left[\arctan\sqrt r+r\arctan\frac1{\sqrt r}-\sqrt r\right].
\]

Insert \(1/a=2m_v\) and multiply \(\Pi\) by \(4\pi/q^2\). The singular term is \(\kappa/q\), with

\[
\boxed{\kappa=3\left[m_v\arctan\sqrt r+m_c\arctan\frac1{\sqrt r}
-\sqrt{m_cm_v}\right]} .
\]

Exchanging the masses leaves \(\kappa\) unchanged. For equal masses \(m\), \(\kappa=3m(\pi/2-1)\). For \(m_v\to\infty\), the first and last terms cancel at leading order and \(\kappa\to3\pi m_c/2\): the light band alone sets a finite coefficient.

**Q:** You integrated parabolas to infinite momentum. A real band structure stops being parabolic long before that.

**A:** The distant region changes the constant term. For \(k\gg q\), the overlap is \(\frac32q^2(1-u^2)/k^2\) and the energy difference is \(k^2/(2\mu)\), where \(\mu=m_cm_v/(m_c+m_v)\). The contribution to \(\epsilon\) from \(k>\Lambda\) is

\[
\frac{4\pi}{q^2}\,\frac{3q^2(2\mu)}{8\pi^3}
\left(2\pi\cdot\frac43\right)\int_\Lambda^\infty\frac{dk}{k^2}
=\frac{8\mu}{\pi\Lambda}.
\]

A cutoff therefore subtracts \(8\mu/(\pi\Lambda)\), independent of \(q\) at this order. With inversion symmetry, band corrections are smaller by a relative factor \(k^2\). They turn \(\int dk/k^2\) into \(\int dk\), which is regular at small \(k\). Transitions to remote bands have squared overlaps of order \(q^2\) and finite denominators, so they too add a constant. Before local fields are included,

\[
\epsilon(q)=\epsilon_b+\frac{\kappa}{q}+o(1).
\]

Here \(\epsilon_b\) is the whole constant term, not only the remote-band part.

I tested this with \(m_c=0.025\), \(m_v=0.25\) and \(\Lambda=1\) bohr\(^{-1}\), by diagonalizing the Hamiltonian and summing transitions. At \(q=0.05\), 0.005 and 0.0005 bohr\(^{-1}\) the touching part is 1.690, 17.42 and 174.7. The largest deviation from \(\kappa/q-8\mu/(\pi\Lambda)\), relative to that formula, is \(3\times10^{-6}\).

**Q:** The macroscopic permittivity is the reciprocal of an element of an inverse matrix. Could crystal local fields remove the divergence?

**A:** Let \(\mathbf G\ne0\) be reciprocal-lattice vectors. With the Coulomb factors distributed symmetrically, block inversion gives

\[
\epsilon_M=\epsilon_{00}-w^\dagger B^{-1}w .
\]

The column \(w\) couples \(\mathbf q\) to \(\mathbf q+\mathbf G\), and \(B\) is the remaining block. The static response adds a nonnegative matrix to the unit matrix, so \(B\ge1\) and the subtraction is at most \(\sum_G|w_G|^2\).

Each \(w_G\) has one long-wave overlap, of order \(\min(1,q/k)\), and one bounded short-wave overlap. The region \(k\lesssim q\) contributes of order \(q\) to the response integral. Beyond it the absolute integrand gives

\[
\int_q^\Lambda k^2dk\,\frac qk\,\frac1{k^2}=q\ln\frac\Lambda q .
\]

The Coulomb factor \(\sqrt{4\pi}/q\) cancels the \(q\), leaving \(w_G=O(\ln(1/q))\). The sum over \(\mathbf G\) converges because the short-wave overlaps are Fourier components of a square-integrable function, weighted by \(4\pi/G^2\). Local fields subtract at most order \(\ln^2(1/q)\), and \(q\ln^2(1/q)\to0\). They can alter the subleading terms, but

\[
\lim_{q\to0}q\,\epsilon_M(q)=\kappa>0 .
\]

So no finite macroscopic constant exists in RPA for this ideal crystal. In the example below I treat \(\epsilon_b\) as an effective constant and neglect any logarithmic terms from local fields.

**Q:** My linear-response calculation at \(q=0\) returns a finite number. Is it wrong?

**A:** It can be the correct sum for its \(k\) mesh without being a converged property of the crystal. Take \(q\to0\) first on a cubic mesh of spacing \(h\), shifted by half a step so that it misses the touching. The cubic average of \(1-u^2\) is \(2/3\), and the sum becomes

\[
\epsilon_{\rm mesh}=\epsilon_b+\frac{2\mu h^3}{\pi^2}\sum_{\mathbf k}\frac1{k^4}
=\epsilon_b+\frac{2\mu S}{\pi^2h},\qquad
S=\sum_{\mathbf n}\frac1{|\mathbf n+\frac12(1,1,1)|^4}.
\]

Here \(\mathbf n\) runs over integer vectors, \(S=23.71\), and the cutoff constant is again inside \(\epsilon_b\). Each halving of \(h\) doubles the touching contribution. With the masses above and \(\epsilon_b=20\), spacings of 0.20, 0.10 and 0.05 nm\(^{-1}\) give 30.3, 40.6 and 61.3. The mesh spacing plays the part of a smallest wavevector.

**Q:** Is the gap really what matters? Suppose I open one and leave the wavefunctions alone.

**A:** Add a rigid gap \(E_g\) to the denominator. For \(q\) well below \(k_g=\sqrt{2\mu E_g}\), the same angular factors give

\[
\frac4\pi\int_0^\infty\frac{dk}{E_g+k^2/(2\mu)}
=2\sqrt{\frac{2\mu}{E_g}} .
\]

This is finite, and it diverges again as \(E_g\to0\). For \(E_g=1\) meV the formula gives 70.3. Direct summation at \(q=k_g/200\), with the cutoff constant restored, gives 70.1. Since the states were held fixed, the change comes from the energies alone.

**Q:** Now give me lengths. What does this mean for a supercell?

**A:** Keep \(m_c=0.025\), \(m_v=0.25\) and \(\epsilon_b=20\). The mass ratio is \(r=0.1\), and

\[
\begin{aligned}
\kappa&=3\left[0.25\arctan\sqrt{0.1}+0.025\arctan\frac1{\sqrt{0.1}}
-\sqrt{0.00625}\right]\\
&=0.0874\ \text{bohr}^{-1}=1.65\ \text{nm}^{-1}.
\end{aligned}
\]

The two terms are equal at \(q_*=\kappa/\epsilon_b=0.083\) nm\(^{-1}\), or a cell length \(2\pi/q_*=76\) nm. At the smallest nonzero wavevector of a 100 nm cell, \(q=2\pi/100=0.0628\) nm\(^{-1}\) and \(\epsilon=20+1.651/0.0628\approx46\). Cells of 20, 50 and 200 nm give about 25, 33 and 73.

If the conduction parabola is trusted up to an assumed remote-band distance of 0.4 eV, its momentum limit is 0.51 nm\(^{-1}\), corresponding to 12 nm. Cells of a few nanometres therefore lie outside the formula. The 20 nm value is the least secure of the four.

**Q:** Can I at least use the usual \(1/L\) correction for a charged cell, with \(\epsilon(2\pi/L)\) inserted?

**A:** That gives the right power for \(L\gg76\) nm, but the wrong prefactor, because every reciprocal vector of the cell has its own \(\epsilon\). For a unit point charge in a cubic cell, in linear response and with \(\epsilon=\kappa/q\), the periodic-image energy is

\[
\frac12\left[\frac1{L^3}\sum_{\mathbf g\ne0}-\int\frac{d^3g}{(2\pi)^3}\right]
\frac{4\pi}{\kappa g},\qquad \mathbf g=\frac{2\pi\mathbf n}{L},
\]

where the difference is taken with a common smooth cutoff at large \(g\), later removed. Rescaling \(\mathbf g\) by \(L\) shows that it varies as \(1/(\kappa L^2)\), not as \(1/L\). In this limit the usual correction with \(\epsilon(2\pi/L)\) inserted is too large by a factor \(\pi\).

The potential shows the same change. Fourier inversion of \(4\pi/(\epsilon_bq^2+\kappa q)\), with the angular integral done first, gives

\[
V(r)=\frac{2}{\pi\epsilon_br}f\!\left(\frac{\kappa r}{\epsilon_b}\right),\qquad
f(z)=\int_0^\infty\frac{\sin t}{t+z}\,dt .
\]

At small \(z\), \(f\to\pi/2\), and ordinary screening by \(\epsilon_b\) returns. At large \(z\), integration by parts gives \(f\to1/z\), hence \(V\to2/(\pi\kappa r^2)\). At 10, 50 and 200 nm the linear-response potential is 3.2, 0.20 and 0.014 mV, which is 44%, 14% and 3.8% of \(1/(\epsilon_br)\). A unit charge need not be a weak perturbation, however. For a negative charge the \(1/r^2\) tail is about seven times stronger than the critical attraction for holes in this model, so linear screening is not reliable there and a nonlinear calculation is needed.

**Q:** Which real material resembles this, and what would spoil the result there?

**A:** The parameters lie in the rough regime of grey tin, a cubic zero-gap crystal with inversion symmetry and a fourfold touching. They are round inputs, not a fit. Real samples break the assumption of an empty, unstrained touching point. At nonzero temperature a slowly varying potential shifts the local chemical potential, so \(\Pi(0)=\partial n/\partial\mu_{\rm ch}\) is finite and \(\epsilon\) grows as \(1/q^2\). For the neutral model at 4 K, the 200 nm value rises from 73 to 82. At 300 K, the 50 and 200 nm values become about 44 and 350. The 300 K figures are rough: the neutral chemical potential then lies \(2.25\,k_BT\), about 58 meV, above the touching, so electrons reach energies that are not small against the assumed 0.4 eV remote-band distance. They also belong to the four-state model alone. Grey tin has heavier conduction valleys at L, roughly 0.1 eV above the touching, which are populated at 300 K. Four such valleys at 0.1 eV, with assumed masses 0.075 (transverse) and 1.35 (longitudinal), lower the neutral chemical potential to about \(1.3\,k_BT\) and raise the two values to roughly 90 and 1100. Bulk grey tin is also unstable near room temperature. A doping of \(10^{15}\) cm\(^{-3}\) gives a Fermi wavevector of 0.031 nm\(^{-1}\), so blocked transitions and free carriers alter the law for cells of order 200 nm and larger. A strain that opened a 1 meV gap would stop the growth at wavevectors of order \(k_g=0.024\) nm\(^{-1}\). The rigid-gap estimate of the limiting \(\epsilon\) is 90, but strain also changes the states: for uniaxial strain in the isotropic model, with 1 meV between the band edges (an indirect gap), the limit is lower, about 53 along the strain axis and 61 across it.

**Q:** The bands of a cubic crystal are not isotropic either.

**A:** Warping keeps the power, because the Hamiltonian is still \(k^2h(\hat{\mathbf k})\), and makes \(\kappa\) depend on direction. I multiplied the two cubic parts of \(Q\), those built from \(k_i^2\) and from \(k_ik_j\), by 1.06 and 0.96. Then \(\kappa=1.64\) nm\(^{-1}\) along 001 and 1.67 nm\(^{-1}\) along 111, within about 1% of the isotropic value. This warping is weaker than that of grey tin. Two Luttinger sets of the kind quoted for it, \((\gamma_1,\gamma_2,\gamma_3)=(-12.0,-8.45,-6.84)\) and \((-14.97,-10.61,-8.52)\), give \(\kappa=2.38\) and 1.90 nm\(^{-1}\) along 001, and 2.47 and 1.98 nm\(^{-1}\) along 111. The two directions then differ by about 4%, and \(\kappa\) lies 15–50% above the value from the round masses, so the lengths quoted above are not predictions for grey tin.

**Q:** And is RPA reliable where the \(1/q\) term dominates?

**A:** It has no small parameter here. Compare the screened Coulomb energy \(q/\epsilon(q)\) with the kinetic energy \(q^2/(2\mu)\). Their ratio is \(2\mu/[q\epsilon(q)]\), which tends to \(2\mu/\kappa=2(0.0227)/0.0874\approx0.52\) as \(q\to0\). At the crossover \(q_*\), where \(\epsilon=2\epsilon_b\), the ratio is \(\mu/\kappa\approx0.26\), so interaction corrections may matter where the divergence becomes visible. The result is a property of the RPA response with the stated bands. It does not establish the exponent of the fully interacting crystal. The remaining printed values are in the numerical output below.

## Calculated quantities

```
conduction mass = 0.025 m_e
valence mass = 0.250 m_e
reduced mass = 0.02273 m_e
constant term eps_b = 20.0
kappa = 0.08738 1/bohr = 1.6512 1/nm
crossover q = kappa/eps_b = 0.0826 1/nm
crossover cell 2pi/q = 76.1 nm
numerical cutoff = 1.0 1/bohr
q=0.0500 1/bohr: direct touching part=1.6897, rel. error=3.3e-06
q=0.0050 1/bohr: direct touching part=17.4174, rel. error=3.2e-09
q=0.0005 1/bohr: direct touching part=174.6944, rel. error=3.2e-12
wing log slope / predicted = 1.00000
constant-projector part, q=0.01 1/bohr: 0.25956
constant-projector part, q=0.001 1/bohr: 0.26181
L=20 nm, q=0.3142 1/nm: eps(0 K)=25.26, eps(4 K)=25.26, eps(300 K)=25.97
L=50 nm, q=0.1257 1/nm: eps(0 K)=33.14, eps(4 K)=33.24, eps(300 K)=43.57
L=100 nm, q=0.0628 1/nm: eps(0 K)=46.28, eps(4 K)=47.34, eps(300 K)=105.15
L=200 nm, q=0.0314 1/nm: eps(0 K)=72.56, eps(4 K)=82.08, eps(300 K)=351.27
half-shifted lattice sum S = 23.7143
mesh sum direct / predicted = 1.00001
mesh spacing 0.20 1/nm: apparent eps=30.32
mesh spacing 0.10 1/nm: apparent eps=40.64
mesh spacing 0.05 1/nm: apparent eps=61.28
r=10 nm: V=3.1523 mV, V/(1/(eps_b r))=0.4378
r=50 nm: V=0.2044 mV, V/(1/(eps_b r))=0.1420
r=200 nm: V=0.0138 mV, V/(1/(eps_b r))=0.0383
neutral chemical potential / kT = 2.2527
thermal crossover q at 4 K = 0.0226 1/nm
thermal crossover q at 300 K = 0.1961 1/nm
electron doping = 1.0e+15 1/cm3
doping k_F = 0.0309 1/nm
doping crossover q = 0.0113 1/nm
rigid gap = 1.0 meV
gap wavevector = 0.0244 1/nm
gapped touching part: formula=70.34, direct=70.13
warping weights = 1.06, 0.96
warped kappa along 001 = 1.6358 1/nm
warped kappa along 111 = 1.6676 1/nm
assumed remote-band distance = 0.4 eV
parabolic-model limit k = 0.5123 1/nm
matching cell 2pi/k = 12.3 nm
effective Bohr radius = 46.57 nm
effective Rydberg = 0.773 meV
crossover q times effective Bohr radius = 3.845
```
